# Free-Energy Error from Dropping a Spurious Imaginary Mode: a numerical check

```python
"""
Result under test: omitting a real harmonic mode of wavenumber nu from a
molecular partition function raises the molar free energy by
    shift = -R T ln(2 sinh(x/2)),   x = h c nu / (k_B T),
about 4.8 kJ/mol for nu = 30 cm^-1 at 298.15 K (zero-point energy included).

Symbols: T temperature; kT thermal energy in cm^-1; q_dimless dimensionless
normal coordinate; B rotational constant of a torsion; V0 its barrier;
n_fold number of equivalent wells. Internal energies are in cm^-1.
Independent side: levels from numerical diagonalization, summed explicitly.
"""
import numpy as np
from scipy import constants as const
from scipy.special import i0e

WAVENUMBER_J = const.h * const.c * 100.0
TO_KJ = WAVENUMBER_J * const.N_A / 1000.0
KB_CM = const.k / WAVENUMBER_J


def free_energy(levels, temperature):
    """Molar free energy in kJ/mol from an explicit sum over levels."""
    kT = KB_CM * temperature
    ground = levels.min()
    return TO_KJ * (ground - kT * np.log(np.exp(-(levels - ground) / kT).sum()))


def mean_energy(levels, temperature):
    """Thermal mean energy in kJ/mol from an explicit sum over levels."""
    weights = np.exp(-(levels - levels.min()) / (KB_CM * temperature))
    return TO_KJ * (weights * levels).sum() / weights.sum()


def harmonic_shift(nu, temperature):
    """Derived formula: rise in free energy on dropping the mode, kJ/mol."""
    kT = KB_CM * temperature
    return -TO_KJ * kT * np.log(2.0 * np.sinh(nu / (2.0 * kT)))


def torsion_levels(B, V0, n_fold, m_max=200):
    """Quantum levels of B m^2 + (V0/2)(1 - cos(n phi)) in plane waves."""
    m = np.arange(-m_max, m_max + 1)
    H = np.diag(B * m**2 + V0 / 2.0)
    H += np.diag(np.full(m.size - n_fold, -V0 / 4.0), n_fold)
    H += np.diag(np.full(m.size - n_fold, -V0 / 4.0), -n_fold)
    return np.linalg.eigvalsh(H)


def torsion_shift_classical(B, V0, n_fold, temperature):
    """Derived classical formula per well, kJ/mol."""
    kT = KB_CM * temperature
    q_well = np.sqrt(np.pi * kT / B) * i0e(V0 / (2.0 * kT)) / n_fold
    return TO_KJ * kT * np.log(q_well)


def torsion_shift_quantum(levels, n_fold, temperature):
    """Same quantity from the levels, one of n equivalent wells, kJ/mol."""
    kT = KB_CM * temperature
    return -free_energy(levels, temperature) - TO_KJ * kT * np.log(n_fold)


# Inputs
T_room, T_use = 298.15, 400.0
nu = 30.0
kT = KB_CM * T_room
RT = TO_KJ * kT
x = nu / kT

# Harmonic oscillator diagonalized on a sinc grid (units of h c nu)
dq = 0.11
q_dimless = dq * np.arange(-255, 256)
index = np.arange(q_dimless.size)
gap = index[:, None] - index[None, :]
safe_gap = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, np.pi**2 / 6.0,
                   (1.0 - 2.0 * (np.abs(gap) % 2)) / safe_gap**2) / dq**2
H_unit = kinetic + np.diag(q_dimless**2 / 2.0)
unit_levels, unit_states = np.linalg.eigh(H_unit)

shift_levels = -free_energy(nu * unit_levels, T_room)
shift = harmonic_shift(nu, T_room)
shift_use_levels = -free_energy(nu * unit_levels, T_use)
shift_use = harmonic_shift(nu, T_use)
assert abs(shift_levels - shift) < 1e-6
assert abs(shift_use_levels - shift_use) < 1e-6
assert abs(shift_levels - 4.8) < 0.05

# Energy and entropy parts
U_formula = RT * (x / 2.0) / np.tanh(x / 2.0)
U_levels = mean_energy(nu * unit_levels, T_room)
assert abs(U_formula - U_levels) < 1e-6
TS_harm = U_levels + shift_levels
zero_point = TO_KJ * nu * unit_levels[0]
thermal_part = -shift_levels - zero_point
assert abs(thermal_part - RT * np.log(1.0 - np.exp(-x))) < 1e-6

# Small-x estimate
leading = RT * np.log(1.0 / x)
second = -RT * x**2 / 24.0
assert abs(leading + second - shift_levels) < 2.0 * RT * x**4 / 2880.0 + 1e-7

# Sign change and sensitivity
nu_cross = 2.0 * kT * np.arcsinh(0.5)
assert abs(free_energy(nu_cross * unit_levels, T_room)) < 1e-6
assert free_energy(0.9 * nu_cross * unit_levels, T_room) < 0
assert free_energy(1.1 * nu_cross * unit_levels, T_room) > 0
step = 1e-3
slope = -(free_energy(nu * np.exp(step) * unit_levels, T_room)
          - free_energy(nu * np.exp(-step) * unit_levels, T_room)) / (2 * step)
assert abs(slope + U_formula) < 1e-5
shift_20 = -free_energy(20.0 * unit_levels, T_room)
shift_50 = -free_energy(50.0 * unit_levels, T_room)

# Small ripple that turns the reported frequency imaginary
nu_imag, kappa = 20.0, 3.0
ripple = (nu**2 + nu_imag**2) / (nu * kappa**2)


def noisy_potential(q):
    return nu * q**2 / 2.0 + ripple * np.cos(kappa * q)


h = 1e-3
curvature = (noisy_potential(h) - 2 * noisy_potential(0.0)
             + noisy_potential(-h)) / h**2
reported_square = nu * curvature
assert reported_square < 0
assert abs(np.sqrt(-reported_square) - nu_imag) < 1e-3
noisy_levels = np.linalg.eigvalsh(
    nu * kinetic + np.diag(noisy_potential(q_dimless)))
ripple_effect = free_energy(noisy_levels, T_room) + shift_levels
assert abs(ripple_effect) < TO_KJ * ripple
assert abs(ripple_effect) < 0.05 * TO_KJ * ripple

# Heavy ligand torsion: anharmonicity and swing angle
B_lig, n_lig = 0.2, 2
V_lig = nu**2 / (n_lig**2 * B_lig)
lig_levels = torsion_levels(B_lig, V_lig, n_lig)
lig_room = torsion_shift_quantum(lig_levels, n_lig, T_room)
lig_use = torsion_shift_quantum(lig_levels, n_lig, T_use)
lig_class = torsion_shift_classical(B_lig, V_lig, n_lig, T_room)
assert abs(lig_room - lig_class) < 0.01  # small quantum correction remains
lig_gap = lig_levels[n_lig:2 * n_lig].mean() - lig_levels[:n_lig].mean()
assert abs(lig_gap / nu - 1.0) < 0.02    # anharmonic lowering of the gap
weights = np.exp(-(unit_levels - unit_levels[0]) * x)
weights /= weights.sum()
mean_q2 = ((unit_states**2 * q_dimless[:, None]**2).sum(axis=0) * weights).sum()
assert abs(mean_q2 - 0.5 / np.tanh(x / 2.0)) < 1e-6
swing = np.degrees(np.sqrt(2.0 * B_lig / nu * mean_q2))

# Methyl rotor on a heavy frame with the same harmonic wavenumber
r_CH = 1.09e-10
sin_tilt = np.sqrt(8.0) / 3.0  # tetrahedral angle to the rotor axis
I_methyl = 3 * (const.m_p + const.m_e) * (r_CH * sin_tilt)**2
B_me = const.hbar**2 / (2.0 * I_methyl) / WAVENUMBER_J
V_me = nu**2 / (9.0 * B_me)
me_levels = torsion_levels(B_me, V_me, 3)
me_room = torsion_shift_quantum(me_levels, 3, T_room)
me_class = torsion_shift_classical(B_me, V_me, 3, T_room)
assert abs(me_room - me_class) < 0.01
assert V_me < 0.2 * kT and shift_levels - me_room > 1.0

# Quasi-harmonic entropy: free rotor whose rotational constant equals nu
# (the method's averaging moment, 1e-44 kg m^2, is included)
I_mode = const.h / (8.0 * np.pi**2 * const.c * 100.0 * nu)
I_eff = I_mode * 1e-44 / (I_mode + 1e-44)
B_eff = const.hbar**2 / (2.0 * I_eff) / WAVENUMBER_J
rotor_levels = B_eff * np.arange(-200, 201)**2
TS_rotor = mean_energy(rotor_levels, T_room) - free_energy(rotor_levels, T_room)
assert abs(TS_rotor - RT * (0.5 + 0.5 * np.log(np.pi * kT / B_eff))) < 1e-6
weight_harm = 1.0 / (1.0 + (100.0 / nu)**4)
TS_quasi = weight_harm * TS_harm + (1.0 - weight_harm) * TS_rotor
shift_quasi = TS_quasi - U_levels
assert 0.0 < shift_quasi < shift_levels

# Effect on equilibrium constant and vapour pressure
factor_room = np.exp(-nu * unit_levels / kT).sum()
factor_use = np.exp(-nu * unit_levels / (KB_CM * T_use)).sum()
assert abs(factor_room - np.exp(shift / RT)) < 1e-6
p_true = 1.0
p_false = p_true / factor_use

print(f"Room temperature: {T_room:.2f} K")
print(f"Mode wavenumber: {nu:.0f} cm^-1")
print(f"kT at room temperature: {kT:.2f} cm^-1")
print(f"RT at room temperature: {RT:.4f} kJ/mol")
print(f"x = h c nu / kT: {x:.5f} (no unit)")
print(f"Shift on dropping, from levels: {shift_levels:.4f} kJ/mol")
print(f"Shift on dropping, formula: {shift:.4f} kJ/mol")
print(f"Shift on dropping, converted: {shift / const.calorie:.3f} kcal/mol")
print(f"Zero-point part of A: {zero_point:.4f} kJ/mol")
print(f"Thermal part of A: {thermal_part:.4f} kJ/mol")
print(f"Mean energy U: {U_levels:.4f} kJ/mol")
print(f"Entropy term TS: {TS_harm:.4f} kJ/mol")
print(f"Estimate RT ln(1/x): {leading:.4f} kJ/mol")
print(f"Next term -RT x^2/24: {second:.4f} kJ/mol")
print(f"Wavenumber where shift vanishes: {nu_cross:.1f} cm^-1")
print(f"Slope d(shift)/d ln(nu): {slope:.4f} kJ/mol")
print(f"Shift if mode is 20 cm^-1: {shift_20:.3f} kJ/mol")
print(f"Shift if mode is 50 cm^-1: {shift_50:.3f} kJ/mol")
print(f"Ripple parameter kappa: {kappa:.0f} (no unit)")
print(f"Ripple amplitude: {ripple:.3f} cm^-1")
print(f"Ripple amplitude (bound): {TO_KJ * ripple:.4f} kJ/mol")
print(f"Reported imaginary wavenumber: {np.sqrt(-reported_square):.2f}i cm^-1")
print(f"Free-energy change by ripple: {ripple_effect:.6f} kJ/mol")
print(f"Ligand rotational constant: {B_lig:.2f} cm^-1")
print(f"Ligand number of wells: {n_lig}")
print(f"Ligand barrier: {V_lig:.1f} cm^-1")
print(f"Ligand first level gap: {lig_gap:.3f} cm^-1")
print(f"Ligand rms swing, harmonic: {swing:.1f} degrees")
print(f"Ligand shift, quantum torsion: {lig_room:.4f} kJ/mol")
print(f"Ligand shift, classical torsion: {lig_class:.4f} kJ/mol")
print(f"Ligand anharmonic change: {lig_room - shift_levels:.4f} kJ/mol")
print(f"Methyl C-H length: {r_CH * 1e9:.3f} nm")
print(f"Methyl rotational constant: {B_me:.3f} cm^-1")
print(f"Methyl barrier for same wavenumber: {V_me:.2f} cm^-1")
print(f"Methyl shift, quantum torsion: {me_room:.4f} kJ/mol")
print(f"Methyl shift, classical torsion: {me_class:.4f} kJ/mol")
print(f"Quasi-harmonic weight of oscillator: {weight_harm:.5f} (no unit)")
print(f"Free-rotor entropy term TS: {TS_rotor:.4f} kJ/mol")
print(f"Quasi-harmonic entropy term TS: {TS_quasi:.4f} kJ/mol")
print(f"Quasi-harmonic shift: {shift_quasi:.4f} kJ/mol")
print(f"Factor in K at room temperature: {factor_room:.3f} (no unit)")
print(f"Delivery temperature: {T_use:.0f} K")
print(f"Shift at delivery temperature: {shift_use_levels:.4f} kJ/mol")
print(f"Ligand anharmonic change there: {lig_use - shift_use_levels:.4f} kJ/mol")
print(f"Factor in K at delivery: {factor_use:.3f} (no unit)")
print(f"Vapour pressure, mode kept: {p_true:.2f} Torr")
print(f"Vapour pressure, mode dropped: {p_false:.4f} Torr")
print("PASS")
```

Output:

```
Room temperature: 298.15 K
Mode wavenumber: 30 cm^-1
kT at room temperature: 207.22 cm^-1
RT at room temperature: 2.4790 kJ/mol
x = h c nu / kT: 0.14477 (no unit)
Shift on dropping, from levels: 4.7887 kJ/mol
Shift on dropping, formula: 4.7887 kJ/mol
Shift on dropping, converted: 1.145 kcal/mol
Zero-point part of A: 0.1794 kJ/mol
Thermal part of A: -4.9681 kJ/mol
Mean energy U: 2.4833 kJ/mol
Entropy term TS: 7.2720 kJ/mol
Estimate RT ln(1/x): 4.7908 kJ/mol
Next term -RT x^2/24: -0.0022 kJ/mol
Wavenumber where shift vanishes: 199.4 cm^-1
Slope d(shift)/d ln(nu): -2.4833 kJ/mol
Shift if mode is 20 cm^-1: 5.795 kJ/mol
Shift if mode is 50 cm^-1: 3.519 kJ/mol
Ripple parameter kappa: 3 (no unit)
Ripple amplitude: 4.815 cm^-1
Ripple amplitude (bound): 0.0576 kJ/mol
Reported imaginary wavenumber: 20.00i cm^-1
Free-energy change by ripple: -0.000301 kJ/mol
Ligand rotational constant: 0.20 cm^-1
Ligand number of wells: 2
Ligand barrier: 1125.0 cm^-1
Ligand first level gap: 29.799 cm^-1
Ligand rms swing, harmonic: 17.4 degrees
Ligand shift, quantum torsion: 4.9405 kJ/mol
Ligand shift, classical torsion: 4.9422 kJ/mol
Ligand anharmonic change: 0.1518 kJ/mol
Methyl C-H length: 0.109 nm
Methyl rotational constant: 5.279 cm^-1
Methyl barrier for same wavenumber: 18.94 cm^-1
Methyl shift, quantum torsion: 3.1323 kJ/mol
Methyl shift, classical torsion: 3.1323 kJ/mol
Quasi-harmonic weight of oscillator: 0.00803 (no unit)
Free-rotor entropy term TS: 5.0526 kJ/mol
Quasi-harmonic entropy term TS: 5.0704 kJ/mol
Quasi-harmonic shift: 2.5872 kJ/mol
Factor in K at room temperature: 6.901 (no unit)
Delivery temperature: 400 K
Shift at delivery temperature: 7.4032 kJ/mol
Ligand anharmonic change there: 0.2942 kJ/mol
Factor in K at delivery: 9.263 (no unit)
Vapour pressure, mode kept: 1.00 Torr
Vapour pressure, mode dropped: 0.1080 Torr
PASS
```
